# Spin degeneracy and the effective trap level in Shockley-Read-Hall recombination

## Problem

A deep trap in a semiconductor holds either no electron or one electron. Its empty state is a singlet. Its occupied state is a spin doublet: the electron may be up or down at the same energy. Let $E_t$ be the energy of one occupied microstate minus the energy of the empty trap. The bands are non-degenerate, with effective densities of states $N_c$ and $N_v$ and edges $E_c$ and $E_v$, and spins are unpolarized.

The capture coefficient $c_n$ gives the rate $c_n n$ at which an empty trap captures electrons of either spin, and $c_p$ gives the rate $c_p p$ at which an occupied trap captures holes. The emission rates are $e_n$ (electrons, per occupied trap) and $e_p$ (holes, per empty trap). The emission densities are $n_1=e_n/c_n$ and $p_1=e_p/c_p$.

(a) Find the occupation of the trap in equilibrium.

(b) Find $n_1$ and $p_1$.

(c) The spinless formulas can be kept if $E_t$ is replaced by an effective level. In which direction does the level move, and by how much at 300 K?

(d) Derive the steady recombination rate, and find how the doublet changes the generation rate in a fully depleted layer.

(e) Apply the result to the deeper level of substitutional selenium in silicon. The empty state is Se$^{2+}$ and the occupied state is Se$^{+}$. Find the leakage current of a depleted layer 300 µm thick, and the effect of the doublet on the electron lifetime in p-type material.

## Hints

1. Give each microstate its own Boltzmann weight. Add the weights of up and down only at the end.
2. In equilibrium, capture and emission balance for each band separately. The Fermi level must cancel from $n_1$ and $p_1$.
3. Count channels. An electron can enter two spin states, but it leaves from the one it occupies.
4. A constant factor in front of an exponential can be written as a shift of the exponent.
5. In (d), compare the sum $e_n+e_p$ with and without the doublet. The product $e_ne_p$ does not change.

## Solution

### (a) Occupation

With $N$ electrons on the trap, a microstate of energy $E$ has the weight $e^{-(E-NE_F)/kT}$. Taking the empty trap as the zero of energy,

$$P_0\propto 1,\qquad P_\uparrow=P_\downarrow\propto x,\qquad x=e^{(E_F-E_t)/kT}.$$

With $P_1=P_\uparrow+P_\downarrow$,

$$\frac{P_1}{P_0}=2x,\qquad f=\frac{P_1}{P_0+P_1}=\frac{1}{1+\tfrac12 e^{(E_t-E_F)/kT}} .$$

The factor rests on the absence of a second electron. If two electrons repel each other with energy $U$, the doubly occupied state has the energy $2E_t+U$, and

$$\frac{P_2}{P_1}=\tfrac12\,e^{(E_F-E_t-U)/kT}.$$

The two-state description therefore needs $E_F$ to lie several $kT$ below $E_t+U$. For $U=0$ the mean number of electrons would be

$$\frac{2x+2x^2}{1+2x+x^2}=\frac{2x}{1+x},$$

which is an ordinary Fermi function for each spin orbital, without a factor $\tfrac12$. Spin alone does not produce the factor; spin together with the exclusion of double occupation does.

### (b) Emission densities

In equilibrium $c_n nP_0=e_nP_1$. Using $n=N_ce^{-(E_c-E_F)/kT}$,

$$n_1=\frac{e_n}{c_n}=n\frac{P_0}{P_1}=\frac{N_c}{2}\,e^{-(E_c-E_F)/kT}e^{(E_t-E_F)/kT}=\frac{N_c}{2}\,e^{-(E_c-E_t)/kT}.$$

For holes, $c_p pP_1=e_pP_0$ and $p=N_ve^{-(E_F-E_v)/kT}$, so

$$p_1=p\frac{P_1}{P_0}=2N_v\,e^{-(E_F-E_v)/kT}e^{(E_F-E_t)/kT}=2N_v\,e^{-(E_t-E_v)/kT}.$$

The factors cancel in the product: $n_1p_1=N_cN_ve^{-(E_c-E_v)/kT}=n_i^2$.

Channel counting shows where they come from. Take transitions that conserve spin. Spin-up electrons, of density $n/2$, fill the up state at the rate $c_nn/2$, and likewise for down. Balance for the up state alone reads

$$\tfrac12c_nn\,P_0=e_nP_\uparrow ,$$

and $P_\uparrow/P_0=x$ then gives the factor $\tfrac12$ in $e_n$. For holes, let $\epsilon$ be the rate at which an empty trap emits a hole and is left with an up electron. Then $\epsilon P_0=c_ppP_\uparrow$. A second channel leaves a down electron, so $e_p=2\epsilon=2c_ppx$. This is the factor 2 in $p_1$.

These ratios may also be used out of equilibrium, provided the carriers in each band remain thermalized at the lattice temperature and non-degenerate, and the spins remain unpolarized. Capture and emission per trap then keep their equilibrium coefficients.

### (c) The effective level

Without spin, the formulas are $N_ce^{-(E_c-E_t)/kT}$ and $N_ve^{-(E_t-E_v)/kT}$. Write $\tfrac12=e^{-\ln2}$ in $n_1$ and $2=e^{\ln 2}$ in $p_1$:

$$n_1=N_c\,e^{-(E_c-E_t+kT\ln2)/kT},\qquad p_1=N_v\,e^{-(E_t-kT\ln2-E_v)/kT}.$$

Both have the spinless form with the same level,

$$E_{\rm eff}=E_t-kT\ln2 .$$

The level moves down, towards the valence band. At 300 K, $kT=25.852$ meV, and the shift is $25.852\times0.6931=17.92$ meV, or about 18 meV.

No energy of the trap has changed. The occupied state has an entropy $k\ln2$, so its free energy is lower by $kT\ln2$. At $E_F=E_{\rm eff}$ the trap is occupied with probability one half. A level defined by half occupation therefore contains the shift already and must not be corrected again.

### (d) Steady rate and depletion

For $N_t$ traps per volume, the net capture rates per trap are

$$\frac{U_n}{N_t}=c_n[n(1-f)-n_1f],\qquad \frac{U_p}{N_t}=c_p[pf-p_1(1-f)].$$

In a steady state they are equal. Collecting the terms in $f$ gives

$$f=\frac{c_nn+c_pp_1}{D},\qquad D=c_n(n+n_1)+c_p(p+p_1).$$

Insert this in $U_n/N_t=c_n[n-(n+n_1)f]$. The numerator is

$$nD-(n+n_1)(c_nn+c_pp_1)=c_p[n(p+p_1)-(n+n_1)p_1]=c_p(np-n_1p_1),$$

because the terms in $c_n$ cancel. Hence the net recombination rate is

$$R=N_t\frac{c_nc_p(np-n_i^2)}{c_n(n+n_1)+c_p(p+p_1)} .$$

In full depletion $n$ and $p$ are negligible beside $n_1$ and $p_1$. The rate is then negative, and the generation rate $G=-R$ is

$$G=N_t\frac{c_nc_pn_1p_1}{c_nn_1+c_pp_1}=N_t\frac{e_ne_p}{e_n+e_p}.$$

Let a superscript 0 mark the spinless model, and hold $c_n$, $c_p$ and $E_t$ fixed. Then $e_n=e_n^0/2$ and $e_p=2e_p^0$. With $r=e_p^0/e_n^0$,

$$\frac{G}{G^0}=\frac{e_n^0+e_p^0}{e_n^0/2+2e_p^0}=\frac{2(1+r)}{1+4r}.$$

The derivative with respect to $r$ is $-6/(1+4r)^2$, so the ratio falls steadily from 2 at small $r$ to $\tfrac12$ at large $r$. It equals 1 when $2+2r=1+4r$, that is, at $r=\tfrac12$. The doublet therefore raises the leakage if $e_p^0<e_n^0/2$ and lowers it if $e_p^0>e_n^0/2$.

### (e) Selenium in silicon

The rough band parameters at 300 K are a gap of 1.12 eV, $N_c=2.9\times10^{19}$ cm$^{-3}$ and $N_v=3.1\times10^{19}$ cm$^{-3}$. The level lies roughly 0.59 eV below $E_c$, hence 0.53 eV above $E_v$. Chosen model values are $c_n=10^{-7}$ cm$^3$/s, $c_p=10^{-9}$ cm$^3$/s and $N_t=10^{11}$ cm$^{-3}$. The smaller $c_p$ reflects the repulsion of holes by Se$^+$.

The effective depth is $0.59+0.018=0.608$ eV. The emission densities are

$$n_1=\tfrac12(3.555\times10^9)=1.78\times10^9\ {\rm cm^{-3}},$$

$$p_1=2(3.870\times10^{10})=7.74\times10^{10}\ {\rm cm^{-3}},$$

where the brackets hold the spinless values. Multiplication by $c_n$ and $c_p$ gives $e_n=177.7$ s$^{-1}$ and $e_p=77.4$ s$^{-1}$, so that

$$G=10^{11}\,\frac{177.7\times77.4}{177.7+77.4}=5.39\times10^{12}\ {\rm cm^{-3}\,s^{-1}}.$$

If every generated pair is collected, the current density is $eG$ times the thickness:

$$J=(1.602\times10^{-19})(5.39\times10^{12})(0.03)\ {\rm A/cm^2}=25.9\ {\rm nA/cm^2}.$$

The spinless model gives 16.8 nA/cm². Here $r=38.7/355.5=0.109$, and the formula in (d) gives the ratio 1.54. A shift below $kT$ thus changes this current by about half. With the gap and capture coefficients fixed, a depth of 0.50 eV would give a ratio of 2.00, and 0.66 eV would give 0.52.

Depletion can be checked for consistency. At a bias of 100 V the mean field is 3333 V/cm, or 0.0033 MV/cm. The largest electron flux is $G$ times the thickness, $1.6\times10^{11}$ cm$^{-2}$s$^{-1}$. With a rough low-field mobility of 1400 cm²/Vs, the drift velocity is $4.7\times10^6$ cm/s; the onset of velocity saturation lowers it somewhat. In a uniform field of this strength the largest electron density is then a few times $10^{-5}n_1$, which justifies setting $n=0$. The estimate does not hold near an edge where the field falls to zero. The same estimate for holes, with 450 cm²/Vs, gives about $10^{-6}p_1$.

In p-type silicon with $p_0=10^{15}$ cm$^{-3}$, let a small excess density $\Delta$ of both carriers be present. Small means $c_n\Delta\ll c_pp_0$, here $\Delta\ll10^{13}$ cm$^{-3}$, so that the term $c_n\Delta$ drops out of the denominator in (d). The condition $\Delta\ll p_0$ is not enough: at $\Delta=10^{13}$ cm$^{-3}$ the lifetime below has already doubled. Then $np-n_i^2\approx p_0\Delta$, the equilibrium electron density is negligible beside $n_1$, and the lifetime is

$$\tau=\frac{\Delta}{R}=\frac{c_nn_1+c_p(p_0+p_1)}{N_tc_nc_pp_0}\approx\frac{1}{N_tc_n}=100\ \mu{\rm s}.$$

The doublet changes the numerator by $-177.7+38.7=-139$ s$^{-1}$, against $c_pp_0=10^6$ s$^{-1}$. The relative change of $\tau$ is $-1.4\times10^{-4}$. The effective level matters where emission is not negligible beside capture. In depletion emission alone sets the rate; here capture sets the lifetime.

**The real device.** The thickness and bias are typical of a silicon detector, but selenium at this density is a model contamination, and the capture coefficients are not measured values. The leakage is therefore an illustration, not a prediction. Two neglected effects involve energies comparable to the spin shift or larger.

First, the field lowers the barrier for an electron leaving the doubly charged core. Let $F$ be the field strength. In the direction of the electric force on the electron, which is opposite to the field, the potential energy is $-2e^2/(4\pi\varepsilon s)-eFs$ at distance $s$. Its maximum lies at $s_m=\sqrt{2e/(4\pi\varepsilon F)}$ and is lowered by

$$2eFs_m=2\sqrt{\frac{2e^3F}{4\pi\varepsilon}}=18\ {\rm meV}$$

for a relative permittivity of 11.7 and the mean field. At an angle $\theta$ to this direction the force component is $eF\cos\theta$, and the lowering is multiplied by $\sqrt{\cos\theta}$. Averaging the Boltzmann factor numerically over the forward hemisphere, and leaving emission into the backward one unchanged, multiplies $e_n$ by 1.31. With $e_p$ held fixed, the leakage rises from 25.9 to 27.9 nA/cm². The effect is modest because electron emission is not the bottleneck. The factor itself depends on the model. The lowering is only $0.7\,kT$, and $s_m=27$ nm lies outside the Coulomb radius $2e^2/(4\pi\varepsilon kT)=9.5$ nm, so the barrier picture is not reliable at this field. If the electron instead escapes by diffusion (the Onsager model), the factor is $2I_1(a)/a=1.06$, where $a$ is the lowering divided by $kT$ and $I_1$ is a modified Bessel function, and the leakage is 26.4 nA/cm².

Second, the depth itself is uncertain. The silicon gap shrinks by roughly 50 meV between low temperature and 300 K. If 0.59 eV is a low-temperature depth and the whole change falls on $E_c-E_t$, the depth at 300 K is 0.54 eV. With the gap kept at 1.12 eV, the leakage drops to 5.3 nA/cm², about a fifth of the first result. The spin factor is well defined, but its effect on the predicted leakage is cancelled if the level at the working temperature lies about 18 meV closer to $E_c$ than assumed. An equal error in the other direction changes the leakage by only about 5%, because $G$ passes through a maximum in between.

## Two variations

### 1. The empty state is the doublet

*The next electron turns Se$^+$ into Se$^0$, a singlet. How does that level shift, and may Se$^0$ be neglected in the depleted layer?*

Let $E_t'$ be the energy needed to add this electron. There are now two empty microstates and one occupied one, so $P_{\rm occ}/P_{\rm empty}=\tfrac12e^{(E_F-E_t')/kT}$. Repeating (b) gives

$$n_1'=2N_ce^{-(E_c-E_t')/kT},\qquad p_1'=\frac{N_v}{2}e^{-(E_t'-E_v)/kT},$$

and $E_{\rm eff}'=E_t'+kT\ln2$. The shift at 300 K is again 17.92 meV, but upward. Its sign follows the charge state that has the spin degeneracy.

This level lies roughly 0.31 eV below $E_c$. Se$^+$ becomes Se$^0$ by capturing an electron or emitting a hole, and in the depleted layer Se$^0$ returns chiefly by emitting an electron. Hence

$$\frac{[{\rm Se}^0]}{[{\rm Se}^+]}\approx\frac{c_nn+c_pp_1'}{c_nn_1'}\approx10^{-10},$$

with the same capture coefficients assumed and $n$ taken from the flux estimate in (e). The neutral state may be neglected there. In n-type silicon with the Fermi level near or above this second level it may not. The occupation formula of (a) then fails, and so does the recombination rate of (d) if Se$^0$ and Se$^+$ capture holes with different coefficients.

### 2. What an Arrhenius plot returns

*Suppose $n_1$ is known at several temperatures, and $E_c-E_t$ does not depend on temperature. Does the slope give 0.59 eV or 0.608 eV?*

Since $N_c=AT^{3/2}$ with constant $A$,

$$\ln\frac{n_1}{T^{3/2}}=\ln\frac A2-\frac{E_c-E_t}{kT}.$$

The slope against $1/T$ is $-(E_c-E_t)/k$, so the plot returns 0.59 eV. The doublet appears in the intercept, as $-\ln2$. In terms of the effective level, the shift is proportional to $T$: it is 14.9 meV at 250 K and 20.9 meV at 350 K. Divided by $kT$, it is the same constant at each temperature and cannot tilt the line.

As long as the depth is constant, the Arrhenius value therefore has to be combined with the factor $\tfrac12$ when $n_1$ is reconstructed with the known $N_c$. In a real material the depth may shrink on heating, as considered in (e). If it falls locally as $D_0-aT$, the slope gives $D_0$, which exceeds the depth at temperature $T$ by $aT$, and this reconstruction makes $n_1$ too small by the factor $e^{a/k}$. Near 300 K the silicon gap shrinks by roughly 0.25 meV/K; if the whole change falls on $E_c-E_t$, the factor is nearly 20. Within the measured temperature range it is safer to use the measured slope and intercept together: the intercept already contains the spin factor and, to a good approximation, the effect of the changing depth. An experiment usually yields $e_n=c_nn_1$ rather than $n_1$; any temperature dependence of $c_n$ then enters the slope as well, and the statements above about the slope hold only once it has been divided out.

Numbers in the example were calculated in double precision.
